Kramers' Shell-to-Shell Oscillator Strength and the Bound-Bound Gaunt Factor

**1. Scaling fixes the form**

A classical electron of zero energy in the field −1/r has no length scale of its own. If r(t) is one of its orbits, the orbit enlarged by a factor λ is another, provided that

r → λr, t → λ^(3/2) t, L → λ^(1/2) L,

where L is the angular momentum. These powers keep kinetic and potential energy in balance. A frequency ω therefore selects the scales

r* = ω^(−2/3), L* = ω^(−1/3).

Suppose that a transition between two high shells n < n' is governed by the motion at r*, deep inside both orbits, where the binding energies do not matter. The Fourier integral ∫ r e^(iωt) dt scales as r*/ω = ω^(−5/3), and its square as ω^(−10/3). Summing over angular momenta with weight L dL supplies L*² = ω^(−2/3). Each bound state is normalized over its whole period T = 2πn³, which brings a factor 1/(TT'). The squared dipole element summed over both shells must then be

S = C/(n³ n'³ ω⁴).

The number C and the conditions for this picture remain to be found.

**2. Conventions and the sum over substates**

Atomic units are used, with an infinitely heavy nucleus, no relativity and no spin-orbit coupling. The lower shell is n, the upper is n', and

ω = ½(1/n² − 1/n'²) > 0.

The absorption strength is averaged over the n² lower states and summed over the n'² upper ones:

f = (2ω/3n²) S, S = Σ |⟨n'l'm'|**r**|nlm⟩|².

The spin factor 2 cancels in the average. Dipole transitions require l' = l ± 1. For l' = l+1 the squared angular element of cos θ is

[(l+1)² − m²]/[(2l+1)(2l+3)].

With Σ m² = l(l+1)(2l+1)/3, the numerators add up to

(2l+1)(l+1)[(l+1) − l/3] = (2l+1)(l+1)(2l+3)/3.

The sum over m is thus (l+1)/3. By rotational symmetry x and y contribute as much as z, so the total is l+1. The case l' = l−1 is the same with the two states interchanged and gives l. Both weights equal L = max(l,l'), hence

S = Σ_L L (R₊² + R₋²), L = 1, …, n.

Here R₊ is the radial integral ∫ u' r u dr for l = L−1 → l' = L, and R₋ the one for l = L → l' = L−1. The functions u = rR(r) are normalized, and R₋ = 0 for L = n.

**3. Moving the weight towards the nucleus**

The factor r in the radial integral favours large distances, although the result is set near r*. An operator identity removes this obstacle. With H = p²/2 − 1/r,

[H, **r**] = −i**p**, [H, **p**] = i∇(−1/r) = i**r**/r³,

so that

[H, [H, **r**]] = −i · i**r**/r³ = **r**/r³.

Between eigenstates the double commutator gives (E'−E)² = ω² times the element of **r**. Both operators contain the same unit vector, so the angular factors cancel and

ω² R = ∫ u' r⁻² u dr.

This relation is exact.

**4. From radial functions to a classical orbit**

For large quantum numbers the semiclassical form between the turning points is

u = (A/√p) cos Φ, Φ = ∫ p dr − π/4,

p = √[2E + 2/r − (l+½)²/r²],

with the integral starting at the inner turning point. The radial momentum p equals the radial speed. Replacing cos² by its mean ½ and using ∫ dr/p = T/2 for one passage from the inner to the outer turning point,

1 = ∫ u² dr = A²T/4, so A = 2/√T.

The product of two such functions is

u'u = [4/√(TT')] (pp')^(−1/2) · ½[cos(Φ'−Φ) + cos(Φ'+Φ)].

The first cosine varies slowly and is kept. The second oscillates rapidly except close to the turning points, and is dropped. Close to those points the cosine form of u fails as well, so dropping the term there is an assumption of classical correspondence, not a controlled estimate. Let W be the integral of p. Its derivatives are

∂W/∂E = ∫ dr/p = t,

∂W/∂(l+½) = −∫ (l+½)/(r²p) dr = −φ,

where t and φ are the time and the polar angle counted from pericentre. The moving lower limit adds nothing, because p vanishes there. Expanding about the mean energy and mean angular momentum,

Φ' − Φ ≈ ωt − (l'−l)φ.

The mean of l+½ and l'+½ is L = max(l,l') in both cases. About the midpoint the second-order terms cancel. The third-order energy term is of size ω³r*^(7/2) = ω^(2/3), since W scales as r^(1/2) and each energy derivative adds one power of r. It is small when ω ≪ 1.

Now dr/p = dt, and the integrand is even in t, because φ changes sign with t. Therefore

ω² R± = [2/√(TT')] ∫₀ r⁻² cos(ωt ∓ φ) dt = [1/√(TT')] ∫ r⁻² cos(ωt ∓ φ) dt,

where the last integral runs over the incoming and outgoing branches. This is a leading-order semiclassical statement. Near the turning point, and for L of order one, the approximation is not controlled by the estimate above, so the resulting amplitudes are compared with exact radial integrals in section 7.

**5. When the orbit may be taken as a parabola**

At r* the binding energy of the lower shell, relative to the Coulomb energy 1/r*, is

|E| r* = ½ n⁻² ω^(−2/3) = ½ (ωn³)^(−2/3).

It is negligible if ωn³ ≫ 1. From the definition of ω,

ωn³ = n(n'−n)(n'+n)/(2n'²).

For neighbouring high shells this is about n'−n, and for n' → ∞ it tends to n/2. Both n ≫ 1 and n'−n ≫ 1 are therefore needed. The upper shell is more weakly bound and sets no stronger condition.

The orbit is then the parabola r = L²/(1+cos φ). With σ = tan(φ/2), 1+cos φ = 2/(1+σ²), and

r = L²(1+σ²)/2, x = L²(1−σ²)/2, y = L²σ.

Angular momentum conservation gives

dt = r² dφ/L = (L³/2)(1+σ²) dσ, t = (L³/2)(σ + σ³/3).

The time integral may be extended to infinity if ωn³ ≫ 1. The factor r⁻² alone would make the distant part fall off only slowly, but at r ~ n² the phase ωt has already run through many cycles. The oscillation leaves a remainder of order 1/(ωn⁴), while the whole integral is of order ω^(1/3) at L ~ L*. Their ratio is of order (ωn³)^(−4/3).

**6. The amplitudes and their sum**

Expanding the cosine, cos(ωt ∓ φ) = cos ωt cos φ ± sin ωt sin φ, the time integral becomes C₁ ± C₂. Newton's law reads ẍ = −cos φ/r², ÿ = −sin φ/r². One integration by parts, with vanishing speed at infinity, gives

C₁ = −∫ ẍ cos ωt dt = −ω ∫ ẋ sin ωt dt,

C₂ = −∫ ÿ sin ωt dt = ω ∫ ẏ cos ωt dt.

Since ẋ dt = −L²σ dσ and ẏ dt = L² dσ, with μ = ωL³/2,

C₁ = ωL² ∫ σ sin[μ(σ+σ³/3)] dσ,

C₂ = ωL² ∫ cos[μ(σ+σ³/3)] dσ.

The Airy function is Ai(z) = (1/2π) ∫ cos(τ³/3 + zτ) dτ over the real line, and Ai'(z) = −(1/2π) ∫ τ sin(τ³/3 + zτ) dτ. Setting τ = μ^(1/3)σ and

z = μ^(2/3) = (ω/2)^(2/3) L²

yields

C₁ = −2πωL² Ai'(z)/z, C₂ = 2πωL² Ai(z)/√z.

With L²/z = (2/ω)^(2/3) and √(TT') = 2π(nn')^(3/2),

R± = 2^(2/3) ω^(−5/3) (nn')^(−3/2) [−Ai'(z) ± √z Ai(z)].

For z > 0, Ai is positive and Ai' negative, so R₊ exceeds R₋ in magnitude. Absorption favours an increase of l: a field component turning with the electron stays in phase with it near pericentre for longer than one turning against it.

In the sum of squares the cross terms cancel:

R₊² + R₋² = 2^(7/3) ω^(−10/3) (nn')^(−3) [Ai'² + z Ai²].

The relevant L are of order ω^(−1/3) ≫ 1, so the sum becomes an integral, with a relative error of order ω^(2/3). Their ratio to n is of order (ωn³)^(−1/3), which falls only slowly as ωn³ grows. The Airy functions, however, decay exponentially at large z, so for ωn³ ≫ 1 the upper limit may go to infinity. From L dL = ½(2/ω)^(2/3) dz,

S = [4/(n³n'³ω⁴)] ∫₀^∞ (Ai'² + z Ai²) dz.

Airy's equation Ai'' = z Ai makes the integrand a total derivative, d(Ai Ai')/dz. The integral is −Ai(0)Ai'(0). Substituting w = τ³/3 in the definitions at z = 0,

Ai(0) = [3^(−2/3)/π] ∫₀^∞ w^(−2/3) cos w dw = [3^(−2/3)/π] Γ(1/3) cos(π/6),

Ai'(0) = −[3^(−1/3)/π] ∫₀^∞ w^(−1/3) sin w dw = −[3^(−1/3)/π] Γ(2/3) sin(π/3).

With Γ(1/3)Γ(2/3) = π/sin(π/3) = 2π/√3,

−Ai(0)Ai'(0) = [1/(3π²)] (2π/√3)(3/4) = 1/(2π√3) ≈ 0.09189.

This fixes C = 2/(√3π), so

S_K = 2/(√3π n³n'³ω⁴).

Inserting it in f = (2ω/3n²)S gives 4/(3√3π n⁵n'³ω³). Since ω⁻³ = 8(1/n² − 1/n'²)⁻³,

**f_K = [32/(3√3π n⁵n'³)] (1/n² − 1/n'²)⁻³.**

This is Kramers' strength. It is an asymptotic law. The Gaunt factor g = f/f_K = S/S_K turns it into the exact value for any pair of shells.

**7. How the limit is approached**

At a fixed ratio n'/n, ωn³ is proportional to n. The neglected binding energy suggests a correction to g of order n^(−2/3). Exact radial integrals for n' = 2n give g = 0.964 at n = 20 and 0.986 at n = 80. Between these shells 1−g falls as n to the power −0.677, close to −2/3. For the distant pair 40 → 200, g = 0.984.

The individual amplitudes converge too, when measured against the largest one. Their largest error, relative to the largest exact amplitude, is 16% at n = 15, 8.7% at n = 30 and 5.0% at n = 60, again for n' = 2n. This is not convergence of each amplitude relative to itself. Near L = n, where the orbit is far from a parabola and the amplitudes are very small, the Airy form overestimates them by a factor that grows with n: for R₊ at L = n it is about 18 at n = 30 and 900 at n = 60. These terms matter less and less in S as n grows.

**8. Neighbouring shells: a different limit**

Keep s = n'−n fixed and let n → ∞. Then ω ≈ s/n³ and ωn³ → s, so the parabola is not justified for small s. The time integral must then be taken over the closed ellipse, with semi-major axis a = n², eccentricity e and L² = n²(1−e²).

The argument of section 4, now with weight r and one full period, gives R± = x_s ± y_s, where

x_s = (1/T) ∫ x cos ωt dt, y_s = (1/T) ∫ y sin ωt dt.

Use the eccentric anomaly η, with 2πt/T = η − e sin η, x = a(cos η − e) and y = a√(1−e²) sin η. Then ωt = sη − se sin η. Integrating by parts,

x_s = (a/2πs) ∫ sin η sin(sη − se sin η) dη = a J_s'(se)/s,

y_s = [a√(1−e²)/2πs] ∫ cos η cos(sη − se sin η) dη = a√(1−e²) J_s(se)/(se).

The integrals run over 2π. The first uses J_s(q) = (1/2π) ∫ cos(sη − q sin η) dη and its derivative. The second uses the fact that (s − q cos η) cos(sη − q sin η) is the derivative of a periodic function and integrates to zero, which makes the mean of cos η cos(sη − q sin η) equal to (s/q)J_s(q).

With R₊² + R₋² = 2(x_s² + y_s²) and L dL = −n²e de,

S = (2n⁶/s²) ∫₀¹ e [J_s'² + (1/e² − 1)J_s²] de,

all Bessel functions at argument se. To evaluate the integral, differentiate

d(e J_s J_s')/de = J_s J_s' + es J_s'² + es J_s J_s''.

Bessel's equation gives J_s'' = −J_s'/(se) + (1/e² − 1)J_s. The terms in J_s J_s' cancel, leaving s times the integrand. The lower limit contributes zero, so the integral is J_s(s)J_s'(s)/s. In the same limit S_K = 2n⁶/(√3π s⁴), and therefore

g → √3π s J_s(s) J_s'(s).

For s = 1 this is 0.7786, and the exact strength for 80 → 81 gives 0.7785. For s = 5 the limit is 0.9243, against 0.9241 for 80 → 85. Raising n alone does not bring g to one.

The two limits join at large s. Small η then dominates the Bessel integrals at q = s, where sη − s sin η ≈ sη³/6. Setting τ = (s/2)^(1/3)η gives

J_s(s) ≈ (2/s)^(1/3) Ai(0), J_s'(s) ≈ −(2/s)^(2/3) Ai'(0).

Their product is 1/(√3π s), and g → 1. The approach is slow: the limiting formula gives 0.970 at s = 20 and 0.998 at s = 1000.

**9. Worked example: Lyman alpha**

For n = 1, n' = 2,

ω = ½(1 − ¼) = 3/8 = 0.375 hartree, or 10.20 eV.

The lower state has l = 0, so L = 1 is the one term in S. The radial functions 2e^(−r) and r e^(−r/2)/(2√6) give

R₊ = (1/√6) ∫₀^∞ r⁴ e^(−3r/2) dr = (24/√6)(2/3)⁵ = 1.2903 bohr,

S = R₊² = 2¹⁵/3⁹ = 1.6648 bohr².

The exact strength is

f = (2/3)(3/8) S = S/4 = 2¹³/3⁹ = 0.4162.

Kramers' formula gives

f_K = [32/(3√3π)] (1/8) (4/3)³ = 256/(81√3π) = 0.5808.

The Gaunt factor is

**g = (2¹³/3⁹)(81√3π/256) = 32√3π/243 = 0.717.**

Kramers' value is too large by 0.5808/0.4162 − 1 = 40% of the exact strength. Here ωn³ = 0.375, so the condition of section 5 is not met, and the formula supplies an estimate of the right size but no more.

Going up the Lyman series does not cure this, because ωn³ stays below ½ for n = 1. The Gaunt factor is 0.765 for 1 → 3 and 0.795 for 1 → 10. The lower shell must be raised as well: 5 → 10 has ωn³ = 1.875 and gives 0.905.

**10. Emission rates and cascades**

The golden rule gives the spontaneous rate. In a volume V the squared coupling to one photon mode is (2πω/V)|**ε**·**r**|², where **r** stands for the dipole matrix element. The mode density per polarization is Vω²dΩ/(8π³c³). Summing over the two polarizations and all directions gives (8π/3)|**r**|², hence

A = 2π · 2πω · [ω²/(8π³c³)] · (8π/3)|**r**|² = (4/3)α³ω³|**r**|²,

since c = 1/α in atomic units. Summing over the lower states and averaging over the n'² upper states,

A(n'→n) = (4/3)α³ω³ S/n'² = 2α³ω² (n²/n'²) f.

The same factor g thus corrects the absorption strength and the emission rate. For Lyman alpha the averaged rate is 4.70 × 10⁸ s⁻¹. Kramers' value is 6.56 × 10⁸ s⁻¹, and 0.7166 × 6.561 = 4.70 recovers the exact one. Three of the four spatial states with n' = 2 are 2p states. The 2s state has no dipole decay to 1s, so the rate from 2p is 4/3 of the average, 6.27 × 10⁸ s⁻¹. These rates are for an infinitely heavy nucleus; the proton mass lowers them by 0.05%, which takes the 2p value from 6.268 to 6.265 × 10⁸ s⁻¹.

Inserting f_K shows how a high shell feeds the lower ones:

A_K = 8α³/(3√3π n³n'⁵ω) = 16α³/[3√3π n'³ n(n'²−n²)].

For fixed n' the product n(n'²−n²) has its maximum where n'² = 3n². The rate is therefore smallest near n = n'/√3 and rises towards both ends. As long as the high shell stays evenly populated, a long jump to one of the lowest shells, or a short step to one of the nearest, is more probable than a jump to any single shell between. The shells between are many, however, and together they can take the larger share: for n' = 80 the exact rates send 24% of the decays to the three lowest shells, 12% to the three nearest and 64% to the rest. The radiated power ωA_K varies as 1/n³ and is carried mainly by the long jumps. At both ends g is below one, by about a fifth in the cases 1 → 10 and 80 → 81, which moderates the contrast without removing it.

These averages assume that all substates of the upper shell are equally populated. If collisions do not maintain this, the cascade must be followed separately for each l: an electron in the circular state l = n'−1 can decay by a dipole transition only to shell n'−1, because the shells below n'−1 contain no state with l = n'−2. The shell average says nothing about that restriction, and the preference for long jumps does not carry over to such a state. Further values are given in the numerical output.

Computed values

```
Lyman alpha, n=1 to n'=2
omega = 0.375000 hartree = 10.2043 eV
radial integral 1s-2p = 1.290266 bohr
S exact = 1.664787 bohr^2
S Kramers = 2.323295 bohr^2
f exact = 8192/19683 = 0.416197 (no unit)
f Kramers = 0.580824 (no unit)
Gaunt factor = 0.716563 (no unit)
shell-averaged rate, exact = 4.7012e+08 1/s
shell-averaged rate, Kramers = 6.5608e+08 1/s
2p to 1s rate = 6.2683e+08 1/s
Other lines: f exact, f Kramers, Gaunt factor (no unit)
1 to 3: 0.079102  0.103374  0.7652
1 to 10: 0.001605  0.002020  0.7946
2 to 3: 0.640747  0.846841  0.7566
2 to 4: 0.119321  0.145206  0.8217
3 to 4: 0.842096  1.097300  0.7674
5 to 10: 0.021037  0.023233  0.9055
Airy integral = 0.09188815 (no unit)
Largest Airy amplitude error / largest amplitude, n'=2n
n=15: 0.1625
n=30: 0.0867
n=60: 0.0503
Gaunt factor for n'=2n (no unit)
n=5: 0.90547
n=10: 0.94144
n=20: 0.96357
n=40: 0.97725
n=80: 0.98575
power of n in 1-g, from n=20 to 80 = -0.6772
Gaunt factor 40 to 200 = 0.98386
Fixed step s=n'-n (no unit)
s=1, n=10: g = 0.77733
s=1, n=80: g = 0.77854
s=5, n=80: g = 0.92414
Bessel limit s=1: g = 0.77856
Bessel limit s=5: g = 0.92428
Bessel limit s=20: g = 0.97022
Bessel limit s=1000: g = 0.99782
circular orbit 81 to 80: quantum/classical power = 0.9815
```
